Equal pH in water does not prove equal acid strength

**Q.** I have two acids, A and B, each at 0.010 mol/L in water at 298.15 K. Both give pH 2.00. Strength is readiness to give up a proton, and pH measures the protons given up, so A and B must be equally strong.

**A.** The reading tells you how many protons were given up. Readiness is a different quantity, an equilibrium constant. For a monoprotic acid HA in a solvent S the reaction is

HA + S ⇌ SH⁺ + A⁻

In water, SH⁺ is hydronium, H₃O⁺. With the solvent at unit activity and the solution ideal, the strength in that solvent is

K = [SH⁺][A⁻]/[HA],  pK = −log₁₀(K/(mol/L)).

Suppose that A has pK = −2 in water and B has pK = −8. What pH would you expect?

**Q.** A factor of a million in K ought to show. But first, why should the concentrations obey that ratio at all?

**A.** Count the ways of placing the protons. Take N acid molecules and M solvent molecules, and let k protons have moved to the solvent. There are C(N,k) choices of which acids lost a proton and C(M,k) choices of which solvent molecules hold one, where C denotes a binomial coefficient. If each transfer costs a free energy Δ, independent of the others, the weight is

W(k) = C(N,k) C(M,k) qᵏ,  q = exp(−Δ/k_BT).

Since C(N,k+1)/C(N,k) = (N−k)/(k+1), and likewise for M,

W(k+1)/W(k) = q (N−k)(M−k)/(k+1)².

The most probable k is where this ratio passes through 1. For large k, and with M much larger than N, that gives

k²/(N−k) = qM.

Now divide by the volume. With c the total acid concentration, x = [SH⁺] and c_S the solvent concentration,

x²/(c−x) = q c_S = K.

This is the equilibrium law, with [A⁻] = x and [HA] = c − x. It neglects ions from the solvent's own ionization, which are negligible here: in water at pH 2 they supply about 10⁻¹² mol/L of OH⁻.

**Q.** Then solve it for x.

**A.** Multiplying out gives x² + Kx − Kc = 0. The positive root is

x = [−K + √(K²+4Kc)]/2.

For a strong acid this subtracts two nearly equal numbers, so multiply top and bottom by K + √(K²+4Kc). The numerator becomes (K²+4Kc) − K² = 4Kc, and

x = 2Kc/[K + √(K²+4Kc)] = 2c/[1 + √(1+4c/K)].

When K is much larger than c, write e = c/K. Then √(1+4e) ≈ 1 + 2e, so

x ≈ 2c/(2+2e) ≈ c(1−e) = c(1−c/K).

The leading term is c, whatever the acid. Taking the logarithm, with ln(1−e) ≈ −e,

pH ≈ −log₁₀ c + c/(K ln 10),

where c in the logarithm is in mol/L. The pH difference between the acids is therefore

pH(A) − pH(B) ≈ (c/ln 10)(1/K_A − 1/K_B).

Here K_A = 10² and K_B = 10⁸ mol/L, so the difference is

(0.010/2.303)(10⁻² − 10⁻⁸) = 4.3×10⁻⁵.

The two pH values are 2.00004 and 2.00000. Your equal readings are what a millionfold difference in K produces.

**Q.** Where has the factor of a million gone?

**A.** Into the acid that has not reacted. Since [HA] = x²/K and x ≈ c,

[HA] ≈ c²/K.

That is 10⁻⁴/10² = 10⁻⁶ mol/L for A and 10⁻⁴/10⁸ = 10⁻¹² mol/L for B. The ratio is still a million, but both amounts are tiny beside 10⁻² mol/L of hydronium. Water accepts the proton so readily that nearly every molecule of either acid has become hydronium plus an anion. This is the levelling effect: the acidic species present in quantity is the same in both beakers.

**Q.** So the pH measurement says nothing about strength?

**A.** It gives a lower bound. Suppose that c is accurately known and the reading lies within d of −log₁₀ c. Then x is at least ac, with a = 10⁻ᵈ. The function x²/(c−x) increases with x, so

K ≥ (ac)²/(c−ac) = c a²/(1−a).

For d = 0.01, a = 0.9772 and a² = 0.9550. At c = 0.010 mol/L,

K ≥ 0.010 × 0.9550/0.0228 ≈ 0.42 mol/L,

or pK ≤ 0.38. Every acid beyond that limit passes the same test. Dilution weakens the evidence, because for the same d the bound is proportional to c: at 0.001 mol/L the reading shows merely that pK ≤ 1.38.

**Q.** Then how could I tell A from B?

**A.** Use a solvent that accepts protons less readily. The standard free energy of the reaction is −k_BT ln K = (k_BT ln 10) pK per molecule. Moving the reaction from water to solvent S changes it by

δG = δG(H⁺) + δG(A⁻) − δG(HA),

where each term is the free energy of transferring that species from water to S, and H⁺ means the solvated proton. The first term is common to all acids. As a first model, let the other two make the same net contribution for A and B. Both pK values then rise by one shift s:

pK(S) = pK(water) + s,  δG = s k_BT ln 10.

Take s = 12. At 298.15 K, k_BT ln 10 = 0.0592 eV, so the proton transfer costs 0.71 eV more than in water. The new pK values are 10 for A and 4 for B. At the same c = 0.010 mol/L, the formula for x gives

A: 4c/K = 4×10⁸, x = 0.020/(1 + 20000) = 1.00×10⁻⁶ mol/L

B: 4c/K = 400, x = 0.020/(1 + 20.02) = 9.5×10⁻⁴ mol/L

With p[SH⁺] = −log₁₀([SH⁺]/(mol/L)), these are 6.00 and 3.02. Acid B now supplies about 950 times as many solvated protons as A. I compare the two values within this solvent; neither should be set beside an aqueous pH as if the scales had a common zero.

**Q.** The pK values differ by 6, but your readings differ by 2.98. Has half the difference been levelled?

**A.** No, that is how weak acids behave. When K is much smaller than c, the square root dominates the denominator:

x ≈ 2c/√(4c/K) = √(Kc),

p[SH⁺] ≈ ½(pK − log₁₀ c).

Each dissociation makes a proton and an anion together, so K fixes the product x² and the logarithm of x carries half of pK. The limiting gap is 6/2 = 3. Acid B is 9.5 % ionized, not quite in the limit, which accounts for the small shortfall.

The gap grows with the shift as follows, at fixed c:

s = 3: 0.04
s = 6: 1.02
s = 9: 2.46
s = 12: 2.98
s = 15: 3.00

At s = 3, acid A has pK = 1, and K = 0.1 mol/L is still ten times c. That shift therefore separates the acids only slightly. For a gap of about 0.2 or more, at least one acid must have K comparable with c or below it. The solvent's own ionization must also stay small: if [SH⁺][S⁻] = K_S, where S⁻ is the deprotonated solvent, x² must greatly exceed K_S.

**Q.** You assumed ideal solutions. Could the neglected effects create this difference, or remove it?

**A.** They can be sized for these same two acids. Ionic attraction lowers the proton's activity. In water, the Debye–Hückel limiting law moves the pH of both acids to 2.05, so they remain indistinguishable. This shift is larger than the d = 0.01 used above, so the reading must first be converted from activity to concentration. The 0.42 mol/L then bounds the concentration quotient x²/(c−x). The thermodynamic K is smaller by the square of the activity coefficient, so its bound is about 0.33 mol/L, or pK ≤ 0.48. In the solvent, with relative permittivity 36, the gap in −log₁₀ of the proton activity is 2.975, against 2.978 for the ideal solution.

A larger effect is homoconjugation, in which an anion binds an unreacted acid molecule: HA + A⁻ ⇌ HA₂⁻. It stabilizes the anion and so promotes ionization. With an assumed binding constant of 1000 L/mol for both acids, p[SH⁺] falls to 5.48 for A and 2.68 for B. The gap shrinks to 2.80.

Trace water is a stronger base than the solvent and takes some of its protons. With 0.010 mol/L of water and an assumed binding constant of 100 L/mol, the values rise to 6.15 and 3.17, but the gap stays at 2.98. The difference survives each of these effects taken separately.

**Q.** And the assumption that both pK values shift equally?

**A.** That one limits what the new solvent can tell you. A small anion loses more stabilization than a large one when the permittivity falls. The Born model, which treats the ion as a charged sphere in a continuum, gives for radii r₁ and r₂

δ = [e²/(8πε₀)] (1/36 − 1/78) (1/r₁ − 1/r₂).

For 0.20 and 0.30 nm, δ = 0.018 eV. Divided by k_BT ln 10 = 0.0592 eV, this changes the pK gap by 0.30. The gap widens if the weaker acid has the smaller anion and narrows if the stronger one does. The model omits hydrogen bonding, so 0.30 sizes only the effect of ionic charge, and the full change may be much larger. If a narrowing of this kind exceeded the original pK gap, the order of the acids would reverse. The new solvent reveals a difference hidden by water, but it reports strength in that solvent.

**Q.** Is there a comparison with no solvent at all?

**A.** Yes, proton loss in the gas phase, HX → X⁻ + H⁺. The bare proton has no electronic energy, so the energy needed at 0 K is

D = E(X⁻) − E(HX) − E_zp(HX),

where E_zp is the zero-point vibrational energy. HCl and HBr are both strong acids in water. Frozen-core CCSD(T) energies in the def2-TZVPPD basis, with bond lengths and harmonic zero-point energies from MP2, give

D(HCl) − D(HBr) = 14.52 − 14.07 = 0.45 eV.

MP2 energies give 0.44 eV, so this gap depends little on which of the two methods is used. The separate values are less certain than their difference. MP2 puts each about 0.11 eV lower. Enlarging the basis to def2-QZVPPD lowers each MP2 value by a further 0.03 eV but moves the gap by only 0.001 eV. Measured bond energies and electron affinities give about 14.42 and 13.99 eV, a gap of 0.43 eV. Adding ideal-gas translation and rotation at 298.15 K gives a free-energy gap of 0.44 eV. Divided by k_BT ln 10, that is about 7 powers of ten in a gas-phase equilibrium constant, with HBr the stronger acid. The calculation leaves out relativistic effects, core correlation, anharmonicity and the remaining basis error, which together can change the gap by some hundredths of an eV. It does not predict the pK difference in a solution, where the solvation of X⁻ and HX also enters.

**Q.** I work with photoresists. If two photoacids extracted into water give the same pH, may I treat them as interchangeable in the film?

**A.** Not on that evidence. For strong monoprotic acids in equal volumes of water, with no base extracted alongside them, equal pH well below 7 shows that about equal amounts of acid were extracted. My pK values of −2 and −8 are round numbers chosen for illustration, not data for particular photoacids. The solvent's relative permittivity of 36 is close to that of acetonitrile.

A resist film breaks the assumption of free ions. The Fuoss estimate for ion pairing is

K_pair = (4π/3) N_A a³ exp(b/a),  b = e²/(4πε₀ε_r k_BT),

where a is the contact distance and ε_r the relative permittivity. For a = 0.5 nm and ε_r = 36, K_pair is 7.1 L/mol, and pairs amount to 0.7 % of the free anions of B. The exponent b/a is then 3.1. If a film had ε_r = 4, it would be nine times larger, about 28, and K_pair would grow by a factor of order 10¹¹. The free-ion gap of 2.98 therefore cannot be carried over to such a film. Slow diffusion and added bases matter there too, so the acids have to be compared in the film itself.

**Q.** Then my equal readings showed that both acids had handed nearly all their protons to water, and left open how much further each could have gone.

**A.** Yes. One way to find that out is to use a proton acceptor that does not take nearly everything from both. The numerical output lists the values for both media and for the two gas-phase molecules.

Numbers as computed

```
temperature: 298.15 K
kT ln10: 0.05916 eV
acid concentration: 0.010 mol/L
solvent shift of pKa: 12
free-energy cost of shift: 0.710 eV
water A: pKa -2, p[SH+] 2.000043, ionized 99.9900 %
water A: unreacted HA 9.998e-07 mol/L
water B: pKa -8, p[SH+] 2.000000, ionized 100.0000 %
water B: unreacted HA 1.000e-12 mol/L
solvent A: pKa 10, p[SH+] 6.000022, ionized 0.0100 %
solvent A: unreacted HA 9.999e-03 mol/L
solvent B: pKa 4, p[SH+] 3.021706, ionized 9.5125 %
solvent B: unreacted HA 9.049e-03 mol/L
pH gap in water: 4.342e-05
pH gap in water, strong limit: 4.343e-05
p[SH+] gap in solvent: 2.978
assumed pH resolution: 0.01
c=0.010 mol/L: Ka at least 0.420 mol/L, pKa at most 0.38
c=0.001 mol/L: Ka at least 0.042 mol/L, pKa at most 1.38
shift 3: p[SH+] gap 0.0381
shift 6: p[SH+] gap 1.0217
shift 9: p[SH+] gap 2.4626
shift 12: p[SH+] gap 2.9783
shift 15: p[SH+] gap 2.9993
weak-limit gap: 3.000
water with activity: pH 2.0515 (A), 2.0515 (B)
homoconjugation constant: 1000 L/mol
trace water: 0.010 mol/L, binding 100 L/mol
solvent with activity: p 6.000 (A), 3.025 (B), gap 2.975
solvent with homoconjugation: p 5.480 (A), 2.680 (B), gap 2.799
solvent with trace water: p 6.151 (A), 3.174 (B), gap 2.977
ion-pair constant at 0.5 nm: 7.10 L/mol
ion pairs per free anion, acid B: 0.67 %
Born change of pKa gap, radii 0.20 and 0.30 nm: 0.30
HCl: bond 0.1271 nm, zero-point 0.1898 eV
HCl proton loss at 0 K: 14.521 eV
HBr: bond 0.1413 nm, zero-point 0.1691 eV
HBr proton loss at 0 K: 14.073 eV
HCl minus HBr proton loss, MP2: 0.443 eV
HCl minus HBr proton loss, CCSD(T): 0.448 eV
HCl minus HBr gas free energy: 0.442 eV
gas free-energy gap / (kT ln10): 7.48
```
